# Correlation length of a rough edge from variance, P(0) and Hurst exponent: verification in Python

```python
"""Correlation length of a rough edge from variance, P(0) and Hurst exponent.

Result under test, for the two-sided Palasantzas edge spectrum
    P(f) = P0 / (1 + (2 pi f xi)^2)^(H + 1/2),  variance = integral of P over all f:
    xi = P0 Gamma(H) / (2 sqrt(pi) variance Gamma(H + 1/2)).
For H = 1/2 this is xi = P0 / (2 variance), with exponential covariance.
P0: zero-frequency power (nm^3); variance: of one edge (nm^2);
H: Hurst exponent; xi: correlation length (nm); f: ordinary frequency (1/nm).
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, kv


def spectrum(f, p0, xi, hurst):
    return p0 / (1 + (2 * np.pi * f * xi) ** 2) ** (hurst + 0.5)


def recover_xi(p0, variance, hurst):
    return p0 * gamma(hurst) / (
        2 * np.sqrt(np.pi) * variance * gamma(hurst + 0.5))


def integrated_variance(p0, xi, hurst, blur=0.0):
    """Integrate the spectrum over all f, using log frequency as variable."""
    corner = -np.log(2 * np.pi * xi)

    def integrand(t):
        f = np.exp(t)
        transfer = np.exp(-(2 * np.pi * f * blur) ** 2) if blur else 1.0
        return 2 * f * spectrum(f, p0, xi, hurst) * transfer

    top = corner + (12 if blur else 60)
    low = quad(integrand, corner - 40, corner, epsabs=1e-12, limit=300)[0]
    high = quad(integrand, corner, top, epsabs=1e-12, limit=300)[0]
    return low + high


def covariance(x, variance, xi, hurst):
    u = np.atleast_1d(np.abs(np.asarray(x, dtype=float))) / xi
    result = np.full(u.shape, float(variance))
    far = u > 0
    result[far] = (variance * 2 / gamma(hurst)
                   * (u[far] / 2) ** hurst * kv(hurst, u[far]))
    return result


# Worked example: round parameters
variance, p0, hurst = 1.44, 30.0, 0.7
xi = recover_xi(p0, variance, hurst)
xi_exp = recover_xi(p0, variance, 0.5)
integral_length = p0 / (2 * variance)

# Recovery of a known length from a numerically integrated variance
for h_test in (0.3, 0.5, 0.7, 0.9):
    for xi_test in (4.0, 25.0):
        v_test = integrated_variance(17.0, xi_test, h_test)
        assert abs(recover_xi(17.0, v_test, h_test) / xi_test - 1) < 1e-7

# Root of the integrated spectrum, without the gamma-function formula
xi_root = brentq(lambda s: integrated_variance(p0, s, hurst) - variance,
                 1.0, 100.0, xtol=1e-10)
assert abs(xi_root / xi - 1) < 1e-7

# Covariance against the numerical Fourier integral of the spectrum
for x in (0.5 * xi, xi, 2.5 * xi):
    numeric = 2 * quad(spectrum, 0, np.inf, args=(p0, xi, hurst),
                       weight='cos', wvar=2 * np.pi * x,
                       epsabs=1e-10, limlst=500)[0]
    assert abs(numeric - covariance(x, variance, xi, hurst)[0]) < 1e-6

# Integral correlation length from real space
area = quad(lambda x: covariance(x, variance, xi, hurst)[0],
            0, 50 * xi, epsabs=1e-10, limit=400)[0]
assert abs(area / variance / integral_length - 1) < 1e-6

# Short-distance growth of the height difference has exponent 2H
steps = np.array([1e-4, 2e-4]) * xi
deficit = variance - covariance(steps, variance, xi, hurst)
growth = np.log(deficit[1] / deficit[0]) / np.log(2)
assert abs(growth - 2 * hurst) < 0.01

# Exponential covariance transformed from real space, compared at H = 1/2
for f in (0.0, 0.005, 0.02, 0.1):
    numeric = 2 * quad(lambda x: variance * np.exp(-x / xi_exp),
                       0, 60 * xi_exp, weight='cos', wvar=2 * np.pi * f,
                       epsabs=1e-10, limit=400)[0]
    assert abs(numeric - spectrum(f, p0, xi_exp, 0.5)) < 1e-6

# Blur along the edge: variance in frequency space and in real space
blur = 1.0
var_blur = integrated_variance(p0, xi, hurst, blur)
var_blur_real = 2 * quad(
    lambda x: covariance(x, variance, xi, hurst)[0]
    * np.exp(-x ** 2 / (4 * blur ** 2)) / np.sqrt(4 * np.pi * blur ** 2),
    0, 16 * blur, epsabs=1e-11, limit=400)[0]
assert abs(var_blur / var_blur_real - 1) < 1e-6
xi_blur = recover_xi(p0, var_blur, hurst)

# Finite sampled line: expected variance and low-frequency periodogram
pixel, n_points, n_bins = 1.0, 2000, 3
noise_sd, n_edges, n_repeats = 0.5, 100, 200
length = pixel * n_points
lags = np.arange(n_points)
cov_lags = covariance(lags * pixel, variance, xi, hurst)
weights = 2 * (1 - lags / n_points)
weights[0] = 1.0
mean_variance = np.sum(weights * cov_lags) / n_points
var_finite = variance - mean_variance
bins = np.arange(1, n_bins + 1)
p_finite = np.mean([pixel * np.sum(weights * cov_lags * np.cos(
    2 * np.pi * j * lags / n_points)) for j in bins])
xi_finite = recover_xi(p_finite, var_finite, hurst)
assert abs(mean_variance / (p0 / length) - 1) < 0.02  # end correction ~ xi/L

# White detection noise, uncorrected
var_noisy = variance + noise_sd ** 2
p_noisy = p0 + noise_sd ** 2 * pixel
xi_noisy = recover_xi(p_noisy, var_noisy, hurst)

# Synthetic Gaussian edges with the model covariance, plus detection noise
ring_lags = np.minimum(np.arange(2 * n_points),
                       2 * n_points - np.arange(2 * n_points))
ring_power = np.fft.fft(
    covariance(ring_lags * pixel, variance, xi, hurst)).real
assert ring_power.min() > 0
amplitude = np.sqrt(ring_power / (2 * n_points))
waves = np.exp(-2j * np.pi * np.outer(lags, bins) / n_points)
rng = np.random.default_rng(12345)
measured_p, measured_var = np.empty(n_repeats), np.empty(n_repeats)
for r in range(n_repeats):
    shape = (n_edges // 2, 2 * n_points)
    z = rng.standard_normal(shape) + 1j * rng.standard_normal(shape)
    pair = np.fft.fft(amplitude * z, axis=1)[:, :n_points]
    edges = np.vstack((pair.real, pair.imag))
    edges += noise_sd * rng.standard_normal(edges.shape)
    measured_var[r] = np.mean(np.var(edges, axis=1))
    measured_p[r] = np.mean(np.abs(edges @ waves) ** 2) * pixel / n_points
xi_raw = recover_xi(measured_p, measured_var, hurst)
xi_corrected = recover_xi(measured_p - noise_sd ** 2 * pixel,
                          measured_var - noise_sd ** 2, hurst)
xi_raw_expected = recover_xi(p_finite + noise_sd ** 2 * pixel,
                             var_finite + noise_sd ** 2, hurst)
scatter_estimate = 1 / np.sqrt(n_edges * n_bins)
scatter_p = np.std(measured_p, ddof=1) / np.mean(measured_p)
scatter_xi = np.std(xi_corrected, ddof=1) / np.mean(xi_corrected)
# Means: four standard errors; scatters: sampling error is about 5 percent
for sample, expected in ((xi_raw, xi_raw_expected),
                         (xi_corrected, xi_finite)):
    error = np.std(sample, ddof=1) / np.sqrt(n_repeats)
    assert abs(np.mean(sample) - expected) < 4 * error
assert abs(scatter_p / scatter_estimate - 1) < 0.25
assert abs(scatter_xi / scatter_estimate - 1) < 0.25


def percent(value):
    return 100 * (value / xi - 1)


print(f"edge variance: {variance:.2f} nm^2")
print(f"edge standard deviation: {np.sqrt(variance):.2f} nm")
print(f"zero-frequency power P0: {p0:.1f} nm^3")
print(f"Hurst exponent H: {hurst:.1f}")
print(f"Gamma(H): {gamma(hurst):.5f}")
print(f"Gamma(H+1/2): {gamma(hurst + 0.5):.5f}")
print(f"integral correlation length: {integral_length:.3f} nm")
print(f"factor xi/integral length: {xi / integral_length:.4f}")
print(f"xi from formula: {xi:.3f} nm")
print(f"xi from numerical root: {xi_root:.3f} nm")
print(f"corner frequency 1/(2 pi xi): {1 / (2 * np.pi * xi):.5f} 1/nm")
print(f"C(xi)/variance, H=0.7: "
      f"{covariance(xi, variance, xi, hurst)[0] / variance:.4f}")
print(f"short-distance exponent found: {growth:.3f}")
print(f"xi if H=0.5: {xi_exp:.3f} nm")
print(f"C(xi)/variance, H=0.5: "
      f"{covariance(xi_exp, variance, xi_exp, 0.5)[0] / variance:.4f}")
print(f"error from assuming H=0.5: {percent(xi_exp):+.1f} %")
for h in (0.6, 0.8):
    value = recover_xi(p0, variance, h)
    print(f"xi if H={h:.1f}: {value:.3f} nm ({percent(value):+.1f} %)")
print(f"detection noise, standard deviation: {noise_sd:.1f} nm")
print(f"sampling step: {pixel:.1f} nm")
print(f"variance with noise: {var_noisy:.2f} nm^2")
print(f"P0 with noise: {p_noisy:.2f} nm^3")
print(f"xi with noise uncorrected: {xi_noisy:.3f} nm")
print(f"shift from noise: {percent(xi_noisy):+.1f} %")
print(f"blur along edge, standard deviation: {blur:.1f} nm")
print(f"variance after blur: {var_blur:.4f} nm^2")
print(f"xi with blur uncorrected: {xi_blur:.3f} nm")
print(f"shift from blur: {percent(xi_blur):+.1f} %")
print(f"line length: {length:.0f} nm")
print(f"variance lost with the mean: {mean_variance:.4f} nm^2")
print(f"mean power in lowest {n_bins} bins: {p_finite:.3f} nm^3")
print(f"xi from finite line: {xi_finite:.3f} nm")
print(f"shift from finite line: {percent(xi_finite):+.2f} %")
print(f"edges per measurement: {n_edges}")
print(f"synthetic measurements: {n_repeats}")
print(f"scatter estimate: {100 * scatter_estimate:.1f} %")
print(f"scatter of P0, synthetic: {100 * scatter_p:.1f} %")
print(f"scatter of xi, synthetic: {100 * scatter_xi:.1f} %")
print(f"mean xi, noise left in: {np.mean(xi_raw):.3f} nm")
print(f"expected xi, noise left in: {xi_raw_expected:.3f} nm")
print(f"mean xi, noise removed: {np.mean(xi_corrected):.3f} nm")
print("success")
```

It prints:

```
edge variance: 1.44 nm^2
edge standard deviation: 1.20 nm
zero-frequency power P0: 30.0 nm^3
Hurst exponent H: 0.7
Gamma(H): 1.29806
Gamma(H+1/2): 0.91817
integral correlation length: 10.417 nm
factor xi/integral length: 0.7976
xi from formula: 8.309 nm
xi from numerical root: 8.309 nm
corner frequency 1/(2 pi xi): 0.01916 1/nm
C(xi)/variance, H=0.7: 0.4767
short-distance exponent found: 1.398
xi if H=0.5: 10.417 nm
C(xi)/variance, H=0.5: 0.3679
error from assuming H=0.5: +25.4 %
xi if H=0.6: 9.199 nm (+10.7 %)
xi if H=0.8: 7.624 nm (-8.2 %)
detection noise, standard deviation: 0.5 nm
sampling step: 1.0 nm
variance with noise: 1.69 nm^2
P0 with noise: 30.25 nm^3
xi with noise uncorrected: 7.138 nm
shift from noise: -14.1 %
blur along edge, standard deviation: 1.0 nm
variance after blur: 1.3470 nm^2
xi with blur uncorrected: 8.882 nm
shift from blur: +6.9 %
line length: 2000 nm
variance lost with the mean: 0.0149 nm^2
mean power in lowest 3 bins: 29.755 nm^3
xi from finite line: 8.327 nm
shift from finite line: +0.22 %
edges per measurement: 100
synthetic measurements: 200
scatter estimate: 5.8 %
scatter of P0, synthetic: 5.8 %
scatter of xi, synthetic: 5.6 %
mean xi, noise left in: 7.126 nm
expected xi, noise left in: 7.144 nm
mean xi, noise removed: 8.306 nm
success
```
